# Transmission and occupation of a level with unequal contacts under bias

## Problem

A single electron level of energy $\varepsilon$ lies between two metallic contacts, L and R. Consider one spin direction and no interaction between electrons. Each contact is a wide flat band with density of states $\rho_\alpha$, where $\alpha=L,R$, and each of its states couples to the level with the same real matrix element $V_\alpha$. The coupling strengths are expressed as energies,

$$\Gamma_\alpha=2\pi V_\alpha^2\rho_\alpha ,\qquad \Gamma=\Gamma_L+\Gamma_R .$$

The temperature is zero. Contact $\alpha$ is filled up to the chemical potential $\mu_\alpha$, and the level energy does not move when the bias changes. The parameters are round model values:

- $\Gamma_L=8$ meV and $\Gamma_R=2$ meV;
- $\varepsilon=4$ meV;
- $\mu_L=+10$ meV and $\mu_R=-10$ meV, so that $eV=\mu_L-\mu_R=20$ meV.

Find the transmission $T(E)$, the steady occupation $n$ of the level and the steady current $I$. Then find what happens to $n$ and $I$ when the bias is reversed.

Here $e>0$, and $I$ denotes $e$ times the number of electrons passing from L to R per unit time. The conventional electric current has the opposite sign, because electrons are negative.

## A tempting solution

The level is broadened into a Lorentzian of full width $\Gamma$, and its transmission is

$$T(E)=\frac{\Gamma_L\Gamma_R}{(E-\varepsilon)^2+\Gamma^2/4}.$$

The two chemical potentials lie symmetrically about zero, so the level is treated as if it were in equilibrium with a reservoir at the mean, $\bar\mu=0$. Filling the Lorentzian up to $\bar\mu$ gives

$$n=\frac12+\frac1\pi\arctan\frac{2(\bar\mu-\varepsilon)}{\Gamma}=0.285 .$$

This looks reasonable: the level is above the mean chemical potential and is less than half full. The current follows from the transmission at the same energy,

$$T(0)=\frac{16}{16+25}=0.390,\qquad I=\frac{e^2}{h}\,T(0)\,V=0.302\ \mu\text{A}.$$

Since $T$ is unchanged when $\Gamma_L$ and $\Gamma_R$ are exchanged, the inequality of the contacts seems to matter only through the height of the peak. Reversing the bias would change the sign of $I$ and leave $n$ as it was.

## Where it fails

The formula for $T(E)$ is correct, as shown below. The fault is the single reservoir at $\bar\mu$. Neither contact has its chemical potential at zero. Between $-10$ and $+10$ meV the states arriving from L are all full and those arriving from R are all empty. The occupation of the level in this window depends on how much of its spectral weight comes from each contact, and unequal couplings make these shares unequal.

The current contains a second, separate approximation: $T(E)$ was replaced by its value at the centre of a window twice as wide as the resonance itself. Both faults are removed by following each electron from the contact in which it started.

## Solution

### The level amplitude

Let the contacts be filled separately and joined to the level at $t=0$. Without interactions, each initially filled one-electron state evolves independently under the one-electron Schrödinger equation, and these states remain orthogonal. The Pauli principle is thereby respected, and the occupation is the sum over filled states of their probabilities on the level.

For one such state let $a(t)$ be the amplitude on the level and $b_q(t)$ the amplitude in contact state $q$, of energy $\varepsilon_q$ and coupling $V_q$. Then

$$i\hbar\dot a=\varepsilon a+\sum_q V_q b_q,\qquad i\hbar\dot b_q=\varepsilon_q b_q+V_q a .$$

The second equation integrates to

$$b_q(t)=b_q(0)e^{-i\varepsilon_q t/\hbar}-\frac{i}{\hbar}V_q\int_0^t e^{-i\varepsilon_q(t-s)/\hbar}a(s)\,ds .$$

Inserting this into the first requires the sum

$$\sum_q V_q^2e^{-i\varepsilon_q\tau/\hbar}=\frac{\Gamma}{2\pi}\int_{-\infty}^{\infty}e^{-iE\tau/\hbar}\,dE=\hbar\Gamma\,\delta(\tau).$$

The peak of the delta function sits at the end $s=t$ of the time integral. For a band cut off symmetrically the peak is even in $\tau$, so half of its area counts. The contacts therefore contribute $-(i/\hbar)(\hbar\Gamma/2)a=-i(\Gamma/2)a$, and

$$i\hbar\dot a=\Big(\varepsilon-\frac{i\Gamma}{2}\Big)a+\sum_qV_qb_q(0)e^{-i\varepsilon_qt/\hbar}. \tag{1}$$

The term $-i\Gamma/2$ is the retarded self-energy of the wide-band contacts, and the corresponding Green function is

$$G(E)=\frac{1}{E-\varepsilon+i\Gamma/2}.$$

An electron that starts on the level has all $b_q(0)=0$. Equation (1) then gives $|a|^2=e^{-\Gamma t/\hbar}$, with lifetime $\hbar/\Gamma=65.8$ fs. The initial occupation of the level is forgotten.

An electron that starts in a state of contact $\alpha$ with energy $E$ has $a(0)=0$ and one source term, $V_\alpha e^{-iEt/\hbar}$. Trying $a=Ae^{-iEt/\hbar}$ in (1) gives $EA=(\varepsilon-i\Gamma/2)A+V_\alpha$, so $A=V_\alpha G(E)$. Adding the decaying solution that makes $a(0)=0$,

$$a(t)=V_\alpha G(E)\left[e^{-iEt/\hbar}-e^{-i\varepsilon t/\hbar-\Gamma t/2\hbar}\right].$$

After many lifetimes the second term is gone, and

$$|a|^2=V_\alpha^2|G(E)|^2=\frac{V_\alpha^2}{(E-\varepsilon)^2+\Gamma^2/4}. \tag{2}$$

### The occupation

Sum (2) over the filled states. In contact $\alpha$ the sum becomes $\int\rho_\alpha\,dE$, and $\rho_\alpha V_\alpha^2=\Gamma_\alpha/2\pi$:

$$n=\sum_\alpha\int_{-\infty}^{\mu_\alpha}\frac{dE}{2\pi}\,\frac{\Gamma_\alpha}{(E-\varepsilon)^2+\Gamma^2/4}.$$

Put $x=2(E-\varepsilon)/\Gamma$. Then $dE=(\Gamma/2)\,dx$ and the denominator is $(\Gamma^2/4)(1+x^2)$, so each term equals

$$\frac{\Gamma_\alpha}{2\pi}\cdot\frac{2}{\Gamma}\int_{-\infty}^{x_\alpha}\frac{dx}{1+x^2}=\frac{\Gamma_\alpha}{\Gamma}F_\alpha,\qquad x_\alpha=\frac{2(\mu_\alpha-\varepsilon)}{\Gamma},$$

with

$$F_\alpha=\frac12+\frac1\pi\arctan x_\alpha .$$

The quantity $F_\alpha$ is the part of the level's spectral weight that lies below $\mu_\alpha$. The occupation is

$$\boxed{\,n=\frac{\Gamma_LF_L+\Gamma_RF_R}{\Gamma}\,} \tag{3}$$

For $\mu_L=\mu_R$ this reduces to the equilibrium formula of the tempting solution, whatever the ratio of the couplings. Under bias, the same result can be written as

$$n=F_R+\frac{\Gamma_L}{\Gamma}(F_L-F_R).$$

For $\mu_L>\mu_R$, the weight below both chemical potentials is full, and the weight in the window is filled to the fraction $\Gamma_L/\Gamma$. This fraction is what the mean chemical potential missed.

### The transmission and the current

Take an electron that started in L and let $P_R=\sum_{q\in R}|b_q|^2$ be its probability of being in R. From the equation for $b_q$,

$$\dot P_R=\sum_{q\in R}2\,\mathrm{Re}(b_q^*\dot b_q)=\frac{2}{\hbar}\,\mathrm{Im}\Big(a\sum_{q\in R}V_qb_q^*\Big).$$

The term with $\varepsilon_q|b_q|^2$ has dropped out because it is purely imaginary before the real part is taken. All $b_q(0)$ in R vanish, so the argument that led to (1), applied to R alone, gives $\sum_{q\in R}V_qb_q=-i\Gamma_Ra/2$. Its complex conjugate is $+i\Gamma_Ra^*/2$, hence

$$\dot P_R=\frac{\Gamma_R}{\hbar}|a|^2 .$$

An electron that started in R enters L at the rate $\Gamma_L|a|^2/\hbar$ by the same argument. Its total probability is one and its probability on the level is steady, so its probability in R falls at that same rate.

Adding all filled states, with (2) for $|a|^2$ and $f_\alpha=1$ below $\mu_\alpha$ and $0$ above, the net flow into R is

$$\frac Ie=\frac1\hbar\int\frac{dE}{2\pi}\,\Gamma_L\Gamma_R|G(E)|^2\,(f_L-f_R).$$

Since $2\pi\hbar=h$, this is

$$I=\frac eh\int T(E)\,(f_L-f_R)\,dE,\qquad \boxed{\,T(E)=\frac{\Gamma_L\Gamma_R}{(E-\varepsilon)^2+\Gamma^2/4}\,} \tag{4}$$

The name transmission is justified by counting arrivals. In a one-dimensional channel the states moving towards the level have density $1/(hv)$ per unit length and energy, and they move with speed $v$. Electrons thus arrive at the rate $dE/h$ in each interval $dE$, and $T$ is the fraction that passes. Its maximum obeys

$$T(\varepsilon)=\frac{4\Gamma_L\Gamma_R}{\Gamma^2}=1-\frac{(\Gamma_L-\Gamma_R)^2}{\Gamma^2}\le1 ,$$

so transmission is perfect at resonance only for equal couplings.

With step functions the integral runs from $\mu_R$ to $\mu_L$. The same substitution as before gives $\int T\,dE=(2\pi\Gamma_L\Gamma_R/\Gamma)(F_L-F_R)$, and $e/h=e/(2\pi\hbar)$ removes the $2\pi$:

$$\boxed{\,I=\frac e\hbar\,\frac{\Gamma_L\Gamma_R}{\Gamma}\,(F_L-F_R)\,} \tag{5}$$

## The numbers

The transmission has $\Gamma_L\Gamma_R=16$ meV² and $\Gamma^2/4=25$ meV². At the peak it is $16/25=0.640$. At the edges of the window,

$$T(\mu_L)=\frac{16}{36+25}=0.262,\qquad T(\mu_R)=\frac{16}{196+25}=0.072 .$$

The broadened fillings are

$$F_L=\frac12+\frac{\arctan(1.20)}{\pi}=\frac12+\frac{0.8761}{\pi}=0.7789,$$

$$F_R=\frac12+\frac{\arctan(-2.80)}{\pi}=\frac12-\frac{1.2278}{\pi}=0.1092 .$$

Equation (3) gives the occupation,

$$n=0.8\times0.7789+0.2\times0.1092=0.645 .$$

The level is more than half full although it lies above the mean chemical potential. The strongly coupled contact supplies the electrons, and the weakly coupled one drains them slowly.

For the current, $\Gamma_L\Gamma_R/\Gamma=1.6$ meV and $F_L-F_R=0.6697$, so

$$\frac{\hbar I}{e}=1.6\times0.6697=1.0715\ \text{meV},\qquad I=0.261\ \mu\text{A}.$$

**Reversed bias.** Exchanging $\mu_L$ and $\mu_R$ exchanges the values of $F_L$ and $F_R$. The current becomes $-0.261\ \mu$A, while

$$n=0.8\times0.1092+0.2\times0.7789=0.243 .$$

With $F_L$ and $F_R$ taken at forward bias, (3) gives the change

$$n_{\rm forward}-n_{\rm reversed}=\frac{\Gamma_L-\Gamma_R}{\Gamma}(F_L-F_R)=0.6\times0.6697=0.402 .$$

Exchanging the two couplings at fixed bias has the same effect on $n$ as reversing the bias, yet it leaves $T(E)$ untouched. The transmission alone therefore does not determine the occupation.

These results were compared with the time evolution of a finite Hamiltonian, in which each contact is a dense set of discrete states. After extrapolation in the bandwidth it gives $n=0.6451$ forward and $0.2431$ reversed, and $\hbar I/e=1.0719$ meV, against $0.6449$, $0.2431$ and $1.0715$ meV from (3) and (5).

## How wrong was the tempting solution?

**Small bias.** Let $\mu_{L,R}=\mu\pm eV/2$. The slope of the filling is the spectral function,

$$A(\mu)=\frac{dF}{d\mu}=\frac{1}{2\pi}\,\frac{\Gamma}{(\mu-\varepsilon)^2+\Gamma^2/4},$$

so to first order $F_{L,R}=F(\mu)\pm A(\mu)\,eV/2$. Equations (5) and (3) become

$$I\approx\frac{e}{\hbar}\,\frac{\Gamma_L\Gamma_R}{\Gamma}\,A(\mu)\,eV=\frac{e^2}{h}\,T(\mu)\,V,$$

$$n\approx F(\mu)+\frac{\Gamma_L-\Gamma_R}{\Gamma}\,A(\mu)\,\frac{eV}{2}.$$

The tempting current is the correct leading term. The tempting occupation lacks a term that is already linear in the bias and vanishes only for equal couplings. Even with equal couplings, $n$ is the average of $F$ at two energies rather than $F$ at their average, and the two generally differ at second order in $V$.

**The present bias.** The linear estimate of the current, $0.302\ \mu$A, is 16% above the value from (5). The sign of this error is not general. Expanding $T$ about the centre of the window and averaging gives $T(0)+T''(0)(eV)^2/24$ at next order. With energies in meV,

$$T''(0)=\Gamma_L\Gamma_R\,\frac{6\varepsilon^2-\Gamma^2/2}{(\varepsilon^2+\Gamma^2/4)^3}=16\times\frac{96-50}{41^3}>0 ,$$

so at small bias the current first rises above the linear law. At 20 mV the window also takes in the low transmission near $\mu_R$, and the average of $T$ over the window has fallen below $T(0)$.

**Large bias.** When $\mu_L$ lies far above the level and $\mu_R$ far below it, $F_L\to1$ and $F_R\to0$, so

$$n\to\frac{\Gamma_L}{\Gamma}=0.8,\qquad I\to\frac e\hbar\,\frac{\Gamma_L\Gamma_R}{\Gamma}=0.39\ \mu\text{A}.$$

The approach is slow. For large $x$, $\arctan x\approx\pi/2-1/x$, so $1-F_L\approx\Gamma/[2\pi(\mu_L-\varepsilon)]$, and similarly for $F_R$. To bring each of these remainders down to 0.01, each chemical potential must be about $16\,\Gamma$ away from the level.

## A balance, and the limits of the model

From (3), $F_L-n=(\Gamma_R/\Gamma)(F_L-F_R)$ and $n-F_R=(\Gamma_L/\Gamma)(F_L-F_R)$. Comparison with (5) gives

$$\frac Ie=\frac{\Gamma_L}{\hbar}(F_L-n)=\frac{\Gamma_R}{\hbar}(n-F_R).$$

In numbers, $8\times(0.7789-0.6449)=1.072$ meV and $2\times(0.6449-0.1092)=1.071$ meV, equal within rounding. This has the form of a rate equation, but with fillings $F_\alpha$ that include the width of the level. It has been derived for the steady state. While the current builds up, the two terms of $a(t)$ interfere, and the balance should not be used there.

The results rest on three conditions.

1. The bands must extend far beyond $\varepsilon$, $\mu_L$ and $\mu_R$ on the scale of $\Gamma$. Otherwise the self-energy depends on energy and acquires a real part. If the upper and lower band edges are far away but at unequal distances, a nearly constant real part remains. It shifts the level, and $\varepsilon$ must then be understood to include this shift.

2. The thermal energy must be small compared with the scale on which $T(E)$ varies near each chemical potential. When $\mu_\alpha$ lies within a few $\Gamma$ of the level, as here, this scale is $\Gamma$. When both chemical potentials are far from the level, it is the distance $|\mu_\alpha-\varepsilon|$, and the large-bias results survive even for $k_BT>\Gamma$. For the present numbers, replacing the steps by Fermi functions with $k_BT=1$ meV (about 12 K) gives $n=0.638$ and $I=0.257\ \mu$A. At room temperature, where $k_BT$ is about 26 meV, it gives $n=0.52$ and $I=0.067\ \mu$A. The example therefore describes a cold device.

3. The level must stay fixed. In a transistor its energy depends on the electrode potentials and on the stored charge. The occupation differs by 0.40 between the two bias directions, so if charging matters, $\varepsilon$ will in general differ too, unless the shift due to the electrode potentials happens to cancel the difference. In a mean-field treatment $\varepsilon$ and $n$ must then be found self-consistently, and with unequal contacts the two directions need no longer carry currents of equal size. A strong repulsion between electrons of opposite spin calls for a treatment beyond mean field.

## Values computed for the example and the checks

```
Gamma_L, Gamma_R, Gamma = 8.0, 2.0, 10.0 meV
level energy = 4.0 meV
mu_L, mu_R = 10.0, -10.0 meV; bias = 20.0 mV
lifetime hbar/Gamma = 65.8 fs
T at peak = 0.6400 (chain: 0.6400)
T at E = 0 meV: 0.3902
T at mu_L = 0.2623
T at mu_R = 0.0724
2(mu_L-eps)/Gamma = 1.20
2(mu_R-eps)/Gamma = -2.80
arctan for L = 0.8761 rad
arctan for R = -1.2278 rad
F_L = 0.7789
F_R = 0.1092
F_L - F_R = 0.6697
occupation n, forward bias = 0.6449
n forward, time evolution = 0.6451
occupation n, reversed bias = 0.2431
n reversed, time evolution = 0.2431
n forward minus reversed = 0.4018
equilibrium n at mu = 0: 0.2852
n at mu = 0, time evolution = 0.2849
Gamma_L*Gamma_R/Gamma = 1.6000 meV
hbar*I/e, forward = 1.0715 meV
hbar*I/e, time evolution, out of L = 1.0719 meV
hbar*I/e, time evolution, into R = 1.0719 meV
current I, forward bias = 0.2608 microampere
current I, reversed bias = -0.2608 microampere
linear-response estimate of I = 0.3024 microampere
linear estimate / full current = 1.1593
large-bias limit of n = 0.8000
large-bias limit of I = 0.3895 microampere
time evolution, L full and R empty: n = 0.8000
same, flow / (Gamma_L*Gamma_R/Gamma) = 1.0000
survival at t = 2 hbar/Gamma, evolution = 0.1353
survival at t = 2 hbar/Gamma, formula = 0.1353
largest relative transient-amplitude error = 0.0048
memory of initial n at t = 20 hbar/Gamma: 1.8e-09
half-bandwidths in time evolution = 250 and 500 meV; spacing = 1 meV
```
